# Unfolding the monkey saddle with an isotropic quadratic term

## Problem

An atom moves in a plane on the energy surface

$$V(x,y)=a\,(x^3-3xy^2)+\frac{k}{2}(x^2+y^2),\qquad a>0 .$$

For $k=0$ this is the monkey saddle. Now let $k$ be positive.

1. What kind of critical point does the monkey saddle have?
2. Show that for $k>0$ the surface has one minimum and three ordinary saddles, and no other critical point. Find their positions, heights and curvatures.
3. Show in what sense the saddles surround the minimum.
4. Take $k=60$ eV/nm² and $a=250$ eV/nm³ as a model of an adatom in a threefold hollow on the (111) face of fcc-Cu. Find the distance to a saddle and the barrier, and judge how far the model can be trusted.

A critical point is a point where the gradient vanishes. An ordinary saddle in two dimensions is one whose Hessian, the matrix of second derivatives, has one negative and one positive eigenvalue. These eigenvalues are called curvatures below.

## Hints

- Write the cubic term in polar coordinates. Treat the origin separately, because the polar angle is undefined there.
- Use the threefold symmetry: one Hessian is enough for all three saddles.
- For question 3, subtract the saddle height from $V$ and look for straight lines on which the difference vanishes.
- For question 4, compare the cubic model with a periodic surface that has the same $k$ and $a$.

## Solution

### 1. The monkey saddle

For $k=0$ the gradient is

$$\nabla V=\big(3a(x^2-y^2),\,-6axy\big).$$

The second component requires $x=0$ or $y=0$; the first then makes the other coordinate vanish too. The origin is therefore the only critical point. The second derivatives, $\pm6ax$ and $-6ay$, all vanish there, so the point is degenerate: its Hessian cannot classify it.

With $x=r\cos\theta$ and $y=r\sin\theta$,

$$x^3-3xy^2=r^3\big[\cos^3\theta-3\cos\theta(1-\cos^2\theta)\big]=r^3(4\cos^3\theta-3\cos\theta)=r^3\cos3\theta .$$

Three ridges rise at $\theta=0°,120°,240°$, and three valleys fall at $60°,180°,300°$.

### 2. All critical points for positive k

The full surface is

$$V=\frac{k r^2}{2}+a r^3\cos3\theta .$$

**The origin.** Here the Cartesian gradient is zero. The cubic term has no second derivative at this point, so the Hessian is $k$ times the unit matrix. Both curvatures are positive, and the origin is a local minimum with $V=0$. It is not a global one: along a valley $V=kr^2/2-ar^3$, which tends to $-\infty$.

**Away from the origin.** Both polar derivatives must vanish:

$$\frac{\partial V}{\partial\theta}=-3ar^3\sin3\theta=0,\qquad
\frac{\partial V}{\partial r}=r\,(k+3ar\cos3\theta)=0 .$$

The first equation gives $\cos3\theta=\pm1$. With $+1$ the second would need $k+3ar=0$, which is impossible for positive $k$, $a$ and $r$. With $-1$ it gives

$$r_0=\frac{k}{3a},\qquad \theta=60°,\,180°,\,300° .$$

There is one point in each valley, and the list is complete.

**Curvatures.** The Hessian of the full surface is

$$H=\begin{pmatrix}k+6ax&-6ay\\-6ay&k-6ax\end{pmatrix}.$$

At $(-r_0,0)$ we have $6ax=-6ar_0=-2k$, so

$$H=\begin{pmatrix}-k&0\\0&3k\end{pmatrix}.$$

The curvature is $-k$ along the radius and $+3k$ across it: an ordinary saddle. A rotation by $120°$ adds $360°$ to $3\theta$ and leaves $V$ unchanged, so the other two points have the same curvatures.

**Height.** Using $ar_0=k/3$,

$$E_b=\frac{kr_0^2}{2}-ar_0^3=\frac{kr_0^2}{2}-\frac{kr_0^2}{3}=\frac{kr_0^2}{6}=\frac{k^3}{54a^2}.$$

At fixed $a$, the distance is proportional to $k$ and the barrier to $k^3$. As $k\to0$ the four points merge into the monkey saddle. The cubic law also matters for a fitted or learned potential of this form: if $k$ is 10% too large at fixed $a$, the barrier is too large by the factor $1.1^3\approx1.33$.

### 3. Why the minimum is surrounded

Put $x=r_0/2$ and $k=3ar_0$ into $V$:

$$V=a\left(\frac{r_0^3}{8}-\frac{3r_0y^2}{2}\right)+\frac{3ar_0}{2}\left(\frac{r_0^2}{4}+y^2\right)=\frac{ar_0^3}{2}=\frac{kr_0^2}{6}=E_b .$$

The terms in $y^2$ cancel, so $V=E_b$ on this whole line. By symmetry the same holds on the lines obtained by rotating it through $120°$ and $240°$.

The cubic polynomial $V-E_b$ thus vanishes on three different lines and must be a constant times the product of their linear factors. Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be unit vectors at $0°,120°,240°$. The coefficient of $x^3$ in $\prod_i(\mathbf n_i\cdot\mathbf r)$ is $1\cdot(-\tfrac12)(-\tfrac12)=\tfrac14$, and in $V$ it is $a$. Hence

$$V-E_b=4a\prod_{i=1}^{3}\left(\mathbf n_i\cdot\mathbf r-\frac{r_0}{2}\right).$$

The lines form an equilateral triangle around the origin. Inside it all three factors are negative, so $V<E_b$. The lines $i=1$ and $i=2$ meet where $x=r_0/2$ and $-r_0/4+\sqrt3\,y/2=r_0/2$, that is, at $y=\sqrt3\,r_0/2$. This is the saddle at $60°$. The three saddles are the corners of the triangle.

Every path out of the triangle crosses its boundary and so reaches at least $E_b$. A path that leaves through the interior of a side climbs higher, because just outside one factor is positive and two are negative, which makes $V>E_b$. The radial path through a corner rises to $E_b$ and then descends. The corners are therefore the lowest passes.

**A count that survives the unfolding.** Follow the gradient vector once counterclockwise around a circle and count its turns. For the monkey saddle the gradient is $3ar^2(\cos2\theta,-\sin2\theta)$, which turns $-2$ times. Around a minimum, where the gradient is close to $k(x,y)$, the count is $+1$. Around an ordinary saddle one component is reversed, and the count is $-1$. For $r>r_0$ the cubic part of the gradient, of length $3ar^2$, exceeds the quadratic part, of length $kr$, so the count on a large circle remains $-2$. The new points add up to it: $1-3=-2$.

### 4. The adatom

The formulas give

$$r_0=\frac{60}{3\times250}\ \text{nm}=0.080\ \text{nm},\qquad
E_b=\frac{60\times0.080^2}{6}\ \text{eV}=0.064\ \text{eV}.$$

The saddles lie at $(-0.080,\,0)$ nm and $(0.040,\,\pm0.069)$ nm. Their curvatures are $-60$ and $+180$ eV/nm². Newton searches from a grid of starting points found these three saddles and the minimum, and nothing else. Halving $k$ at fixed $a$ gives 0.040 nm and 0.008 eV: half the distance and one eighth of the barrier.

**Higher terms.** A real surface is periodic, and an adatom that crosses a bridge site enters another hollow instead of falling without limit. A simple periodic surface is

$$U=U_0\sum_{i=1}^{3}\cos\left(G\,\mathbf n_i\cdot\mathbf r+\frac{2\pi}{3}\right).$$

To expand it about the hollow at the origin, use $\sum_i\mathbf n_i\cdot\mathbf r=0$, $\sum_i(\mathbf n_i\cdot\mathbf r)^2=\tfrac32r^2$ and $\sum_i(\mathbf n_i\cdot\mathbf r)^3=\tfrac34r^3\cos3\theta$. With $\cos(2\pi/3)=-\tfrac12$ and $\sin(2\pi/3)=\tfrac{\sqrt3}{2}$, the quadratic and cubic terms are

$$\frac{U_0G^2}{4}\cdot\frac{3r^2}{2}\quad\text{and}\quad\frac{\sqrt3\,U_0G^3}{12}\cdot\frac{3r^3\cos3\theta}{4}.$$

Comparison with $V$ gives $k=\tfrac34U_0G^2$ and $a=\tfrac{\sqrt3}{16}U_0G^3$, hence $r_0=4/(\sqrt3\,G)$.

For the same $k$ and $a$, the bridge of this periodic surface lies at 0.073 nm and its barrier is 0.048 eV. Relative to these values, the cubic model overestimates the distance by 10% and the barrier by 33%. Changing $U_0$ does not cure this, since it scales $k$ and $a$ together and leaves $r_0$ fixed by $G$. Both percentages belong to this one-harmonic surface; a surface with the same $k$ and $a$ but other higher terms gives other errors, which can be larger. The cubic model correctly gives a hollow with three saddles around it, in the right directions, but only a rough barrier. It has none of the periodic surface's other critical points, such as the maxima on top of the atoms and the neighbouring hollows.

**Comparison with copper.** The periodic surface has an atom spacing of 0.25 nm, close to the rough value of 0.26 nm for copper. Barriers of some hundredths of an eV are the rough regime of a copper adatom on this face, so the parameters are reasonable, though not fitted. The truncation at third order costs 0.016 eV in the comparison above. At 100 K this changes the Boltzmann factor $e^{-E_b/k_BT}$ by a factor of about 6. Relaxation of the substrate and the energy difference between the two kinds of hollow are also left out, and their size is not estimated here.

**Quantum motion.** For a mass of 63.5 u, the vibrational quantum at the minimum is $\hbar\omega=\hbar\sqrt{k/m}=0.0063$ eV. The minimum has two such modes, with total zero-point energy $\hbar\omega$. The saddle has one stable mode, of curvature $3k$, with zero-point energy $\sqrt3\,\hbar\omega/2$. The zero-point shift of the barrier is $(\sqrt3/2-1)\hbar\omega=-0.0008$ eV, about 1% of $E_b$. At the bridge of the periodic surface the curvatures are $-2k/3$ and $2k$, and the shift is $(\sqrt2/2-1)\hbar\omega=-0.0018$ eV. Such a shift describes the effect of the stable modes on the rate only when $k_BT\ll\hbar\omega$, and there tunnelling matters as much: the parabolic-barrier estimate used below already gives a factor of about 1.9 at 20 K. At 100 K, $u=\hbar\omega/k_BT\approx0.73$, and the harmonic partition functions of the stable modes of the cubic model change the classical rate by the factor $1+(2-3)u^2/24\approx0.98$, a slight decrease. Tunnelling, estimated by thermally averaging the transmission $1/(1+e^{-2\pi E/\hbar\omega})$ of a parabolic barrier, with $E$ measured from its top, raises the classical crossing rate by about 2% at 100 K. In the cubic model the two corrections nearly cancel at this temperature, and each is much smaller than the truncation error. These are values of the planar model: the vertical vibration is left out, and the curvature felt by a vibrating adatom on real copper can be larger than the $k$ used here.

**Temperature.** At 100 K, $E_b/k_BT$ is 7.4, or 5.6 with the periodic barrier, so long stays in a hollow with occasional hops are a fair picture. At 300 K the ratios are 2.5 and 1.9. The barrier is then only about twice the thermal energy $k_BT$, and a rate formula that assumes rare, separate hops is unreliable.

## Variation 1: negative k

*What happens if the added quadratic term is negative?*

Write $V_k$ for the surface with parameter $k$. Reversing $\mathbf r$ changes the sign of the cubic term but not of the quadratic one, so

$$V_{-k}(-\mathbf r)=-V_k(\mathbf r).$$

The surface for $-k$ is the one for $+k$, turned upside down and reflected through the origin. The minimum becomes a maximum. The saddles remain saddles, now on the ridge directions $0°,120°,240°$ and at height $-E_b$. The sign of $k$ thus decides whether the central point is a minimum or a maximum.

## Variation 2: how small must k be?

*Add a stabilizing term $br^4$ with $b>0$. For which positive $k$ do the three saddles survive?*

The angular equation is unchanged. For $r>0$ the radial one becomes

$$k+3ar\cos3\theta+4br^2=0 .$$

Again $\cos3\theta=+1$ gives no solution. In the valleys, where $\cos3\theta=-1$,

$$r_\pm=\frac{3a\pm\sqrt{9a^2-16bk}}{8b}.$$

Two different solutions exist for

$$k<\frac{9a^2}{16b}.$$

Along a valley, $\partial V/\partial r=4br(r-r_-)(r-r_+)$ changes from positive to negative at $r_-$ and back to positive at $r_+$. The curvature across the valley is $r^{-2}\,\partial^2V/\partial\theta^2=9ar>0$ at both points. Hence $r_-$ is a saddle and $r_+$ an outer minimum. They merge at the limiting $k$, and above it the origin is the only critical point.

Expanding the square root for small $k$ gives

$$r_-\approx\frac{k}{3a}\left(1+\frac{4bk}{9a^2}\right),$$

so the first correction is $4bk/(9a^2)$. The expansion parameter is $16bk/(9a^2)$, and "small" means $k$ far below the limit $9a^2/(16b)$: at the limit the first correction is only $1/4$, yet $r_-=3a/(8b)$ is twice the cubic value $k/(3a)$.

In dimensionless units with $a=b=1$, the limit is $k=0.5625$. A numerical search at $k=0.3$ finds seven critical points: the origin, three saddles at $r=0.119$ and three outer minima at $r=0.631$. The cubic formula alone would put the saddles at 0.100. At $k=0.7$ the search finds the origin alone. The numerical output below lists these values and the main ones for the adatom.

## Values computed for the example and the checks

```
curvature k = 60 eV/nm^2
cubic coefficient a = 250 eV/nm^3
critical points found = 4
saddle distance r0 = 0.0800 nm
barrier E_b = 0.0640 eV
minimum curvatures = 60.0, 60.0 eV/nm^2
saddle at 60 deg: x = 0.04000 nm, y = 0.06928 nm
  V = 0.0640 eV, curvatures = -60.0, 180.0 eV/nm^2
saddle at 180 deg: x = -0.08000 nm, y = 0.00000 nm
  V = 0.0640 eV, curvatures = -60.0, 180.0 eV/nm^2
saddle at 300 deg: x = 0.04000 nm, y = -0.06928 nm
  V = 0.0640 eV, curvatures = -60.0, 180.0 eV/nm^2
well open at 0.98 E_b: False
well open at 1.02 E_b: True
gradient turns, monkey saddle (k = 0) = -2
gradient turns, far circle (k > 0) = -2
gradient turns, minimum = 1
gradient turns, each saddle = -1
half curvature: k = 30 eV/nm^2
half curvature: saddle distance = 0.0400 nm
half curvature: barrier = 0.0080 eV
quartic test (a = b = 1): limit of k = 0.5625
quartic test: k = 0.3, critical points = 7
quartic test: inner saddle radius = 0.1188
quartic test: cubic-only radius k/(3a) = 0.1000
quartic test: outer minimum radius = 0.6312
quartic test: k = 0.7, critical points = 1
periodic surface: atom spacing = 0.2513 nm
periodic surface: hollow-bridge distance = 0.0726 nm
periodic surface: barrier = 0.0480 eV
cubic/periodic distance ratio = 1.103
cubic/periodic barrier ratio = 1.333
adatom mass = 63.5 u
vibrational quantum at minimum = 0.00628 eV
zero-point shift of barrier = -0.00084 eV
tunnelling factor at 100 K = 1.0225
at 100 K: E_b/(k_B T) = 7.43, periodic barrier/(k_B T) = 5.57
at 300 K: E_b/(k_B T) = 2.48, periodic barrier/(k_B T) = 1.86
```
